# Electromagnetic mode counting in a conducting box: no area term, part 1

(Sections cited here and not found follow in the second part.)

## First half: the count of modes

### A cube

Take an empty cube of side $L$ with perfectly conducting walls. Its resonances have wavenumbers $k=(\pi/L)\sqrt{l^2+m^2+n^2}$ with integers $l,m,n\ge 0$. As Lemma 1 shows, a triple with three positive integers carries two modes, a triple with one zero carries one, and a triple with two or three zeros carries none.

Put $r=kL/\pi$. Let $P_3$, $P_2$ and $P_1$ be the numbers of triples, pairs and single integers, all entries positive, at distance at most $r$ from the origin. The zero can stand in three places, so the number of modes up to $k$ is
$$N=2P_3+3P_2 .$$
Compare this with the number $Z_3$ of all integer points, of either sign, in the ball of radius $r$. Each positive triple has 8 sign choices. Each positive pair has 4 and lies in one of 3 coordinate planes. Each positive integer has 2 and lies on one of 3 axes. With the origin,
$$Z_3=8P_3+12P_2+6P_1+1 .$$
A quarter of $Z_3$ contains $2P_3+3P_2$, which is the mode number. Hence
$$N=\tfrac14 Z_3-\tfrac32P_1-\tfrac14 .$$
For $r=2$ the ball holds $1+6+12+8+6=33$ points and $P_1=2$, so $N=33/4-3-1/4=5$. These are three modes of type $(1,1,0)$ and two of type $(1,1,1)$.

The planes have dropped out, and with them any term in the wall area. On average $Z_3$ is the volume $4\pi r^3/3$ of the ball, and $P_1$, the integer part of $r$, is $r-\tfrac12$. The average count is therefore
$$\frac{\pi r^3}{3}-\frac{3r}{2}+\frac12=\frac{L^3k^3}{3\pi^2}-\frac{3Lk}{2\pi}+\frac12 .$$
The first correction to the volume term is proportional to a length. What "on average" means, and how far it can be trusted, is the subject of the theorem.

### The theorem

The box is $0<x<a$, $0<y<b$, $0<z<c$, with volume $V=abc$, wall area $S=2(ab+bc+ca)$ and $\Sigma=a+b+c$. Its twelve edges have total length $4\Sigma$. The interior is vacuum, a mode of wavenumber $k$ has angular frequency $\omega=ck$ with $c$ here the speed of light, and $N(k)$ is the number of modes with wavenumber at most $k$, polarizations included. The letter $c$ denotes the speed of light only in $\omega=ck$ and in the product $\hbar c$; elsewhere it is a side.

To each integer triple belongs the point $\mathbf q=\pi(l/a,m/b,n/c)$. Let $Z_3(k)$ be the number of these points, all signs allowed, with $|\mathbf q|\le k$, and $Z_a(k)$ the number of integers $l$ with $\pi|l|/a\le k$; $Z_b$ and $Z_c$ are defined alike.

**Theorem 1.** For $k\ge0$:

(i) $N=\tfrac14Z_3-\tfrac14(Z_a+Z_b+Z_c)+\tfrac12$.

(ii) As $t\to0$, the heat trace $K(t)=\sum_i e^{-tk_i^2}$ over all modes is
$$K(t)=\frac{V}{4(\pi t)^{3/2}}-\frac{\Sigma}{4(\pi t)^{1/2}}+\frac12+\text{(exponentially small terms)}.$$

(iii) The one cubic polynomial in $k$ with this trace, exponentially small terms aside, is
$$\bar N(k)=\frac{Vk^3}{3\pi^2}-\frac{\Sigma k}{2\pi}+\frac12 .$$
It has no term in $k^2$, and its linear term is $-(4\Sigma)k/(8\pi)$, proportional to the summed edge length.

The polynomial $\bar N$ is called the smooth count. The theorem does not say that $N-\bar N$ is small compared with the edge term at a given $k$. That would be false, as shown below.

### The modes

**Lemma 1.** A triple of non-negative integers carries two modes if all are positive, one if exactly one is zero, and none otherwise.

*Proof.* For $\omega\neq0$ the field obeys $\nabla\cdot\mathbf E=0$, and each component obeys $\nabla^2E_i+k^2E_i=0$. The component $E_x$ is tangential to the walls normal to $y$ and $z$, so it vanishes there. On the walls $x=0$ and $x=a$, $E_y$ and $E_z$ vanish over the whole face, and so do $\partial_yE_y$ and $\partial_zE_z$. Zero divergence then gives $\partial_xE_x=0$ on these walls. The products that fit these conditions form a complete set, and with $(k_x,k_y,k_z)=\mathbf q$ they read
$$E_x=e_x\cos k_xx\,\sin k_yy\,\sin k_zz,$$
$$E_y=e_y\sin k_xx\,\cos k_yy\,\sin k_zz,$$
$$E_z=e_z\sin k_xx\,\sin k_yy\,\cos k_zz .$$
The divergence is $-(k_xe_x+k_ye_y+k_ze_z)\sin k_xx\sin k_yy\sin k_zz$. Different triples give independent products of sines, so the condition holds for each triple separately.

If all indices are positive, the condition is $\mathbf q\cdot\mathbf e=0$, which leaves two independent amplitudes. If only $l=0$, then $E_y$ and $E_z$ contain $\sin0=0$ and vanish. $E_x$ survives, and the divergence is zero without any condition, so there is one mode. The other two cases follow by exchanging axes. If two indices are zero, each component contains at least one vanishing sine, and there is no field. $\square$

### The identity for sharp counts

*Proof of (i).* Let $P_3$ be the number of triples of positive integers with $|\mathbf q|\le k$. Let $P_{ab}$ be the number of positive pairs $(l,m)$ with $n=0$, and $P_a$ the number of positive $l$ with $m=n=0$, under the same limit; the other symbols are defined alike. Lemma 1 gives
$$N=2P_3+P_{ab}+P_{bc}+P_{ca}.$$
Counting signs as for the cube,
$$Z_3=8P_3+4(P_{ab}+P_{bc}+P_{ca})+2(P_a+P_b+P_c)+1 .$$
Solving for $2P_3$ and inserting the result in $N$, the pairs cancel:
$$N=\tfrac14Z_3-\tfrac12(P_a+P_b+P_c)-\tfrac14 .$$
Since $Z_a=2P_a+1$, we have $\tfrac12P_a=\tfrac14Z_a-\tfrac14$. The three axes contribute $+\tfrac34$ to the constant, which becomes $\tfrac34-\tfrac14=\tfrac12$. $\square$

### The heat trace

**Lemma 2.** For $\theta_a(t)=\sum_{l=-\infty}^{\infty}e^{-t\pi^2l^2/a^2}$,
$$\theta_a(t)=\frac{a}{\sqrt{\pi t}}\sum_{j=-\infty}^{\infty}e^{-a^2j^2/t}.$$

*Proof.* Let $f$ be a smooth, fast-decaying function. The sum $\sum_lf(u+l)$ has period 1 in $u$, and its Fourier coefficients are $\int_{-\infty}^{\infty}f(u)e^{-2\pi iju}du$. Setting $u=0$ in the Fourier series gives the Poisson formula
$$\sum_lf(l)=\sum_j\int_{-\infty}^{\infty}f(u)e^{-2\pi iju}du .$$
For $f(u)=e^{-\alpha u^2}$ the integral is $\sqrt{\pi/\alpha}\,e^{-\pi^2j^2/\alpha}$. With $\alpha=t\pi^2/a^2$ this is $(a/\sqrt{\pi t})\,e^{-a^2j^2/t}$. $\square$

*Proof of (ii).* The heat trace adds $e^{-tk_i^2}$ at each step of $N$, so (i) carries over term by term. The full lattice gives $\theta_a\theta_b\theta_c$, each axis gives one theta function, and the constant is a step at $k=0$:
$$K=\tfrac14\theta_a\theta_b\theta_c-\tfrac14(\theta_a+\theta_b+\theta_c)+\tfrac12 .$$
By Lemma 2 each theta function is $a/\sqrt{\pi t}$, with its own side, apart from terms with $j\ne0$. The slowest of these to vanish carries $e^{-d^2/t}$, where $d$ is the shortest side. Keeping $j=0$ gives (ii). $\square$

*Proof of (iii).* Let $\bar N=c_3k^3+c_2k^2+c_1k+c_0$ for $k>0$ and zero for $k<0$, so that $c_0$ is a step at $k=0$. Its trace is
$$c_0+\int_0^\infty e^{-tk^2}(3c_3k^2+2c_2k+c_1)\,dk=c_0+\frac{3\sqrt\pi\,c_3}{4t^{3/2}}+\frac{c_2}{t}+\frac{\sqrt\pi\,c_1}{2t^{1/2}} .$$
The powers of $t$ are distinct, so each coefficient is fixed by (ii):
$$c_3=\frac{4}{3\sqrt\pi}\,\frac{V}{4\pi^{3/2}}=\frac{V}{3\pi^2},\qquad c_2=0,\qquad c_1=-\frac{2}{\sqrt\pi}\,\frac{\Sigma}{4\sqrt\pi}=-\frac{\Sigma}{2\pi},\qquad c_0=\frac12 .\quad\square$$

### Where the area terms go

Each polarization taken alone has, in general, an area term. Call a mode TM if $E_z\neq0$ and TE if $E_z=0$. When all indices are positive, the two amplitudes can be chosen as one of each. A triple with $n=0$ has the component $E_z$ alone and is TM. A triple with $l=0$ or $m=0$ has $E_x$ or $E_y$ alone and is TE. So TM modes have $l,m\ge1$, $n\ge0$, while TE modes have $n\ge1$, $l,m\ge0$ with $l=m=0$ left out.

A sum over $l\ge1$ gives $\tfrac12(\theta_a-1)$ and one over $l\ge0$ gives $\tfrac12(\theta_a+1)$. Therefore
$$K_{\rm TM}=\tfrac18(\theta_a-1)(\theta_b-1)(\theta_c+1),$$
$$K_{\rm TE}=\tfrac18(\theta_a+1)(\theta_b+1)(\theta_c-1)-\tfrac12(\theta_c-1).$$
The products of two theta functions are $\tfrac18(\theta_a\theta_c+\theta_b\theta_c-\theta_a\theta_b)$ in TE and the opposite in TM. The smooth part of $\theta_a\theta_b$ is $ab/(\pi t)$, and $1/t$ is the trace of $k^2$. The area terms in the counts are thus
$$\pm\frac{k^2}{8\pi}(ac+bc-ab),$$
with the upper sign for TE. They vanish separately only in the special case $1/c=1/a+1/b$; in the sum they always cancel. An index that may be zero adds half a layer of lattice points, and an index that may not removes half a layer. At every wall the two polarizations do opposite things.

### What averaging does

Replace $N(k)$ by its average $N_s(k)$ over a Gaussian of standard deviation $s\ll k$ in wavenumber. Poisson summation in three dimensions turns $Z_3$ into a sum over integer triples $j$, with winding vectors $\mathbf R=2(j_1a,j_2b,j_3c)$ and $R=|\mathbf R|$:
$$Z_3=\frac{V}{\pi^3}\sum_j\int_{|\mathbf q|\le k}e^{i\mathbf q\cdot\mathbf R}d^3q,\qquad \int_{|\mathbf q|\le k}e^{i\mathbf q\cdot\mathbf R}d^3q=4\pi\,\frac{\sin kR-kR\cos kR}{R^3}.$$
The prefactor is the density of the points $\mathbf q$. For a sharp ball the sum is formal; after averaging it converges. If $u$ is the Gaussian deviation of $k$, then
$$\langle e^{iuR}\rangle=e^{-s^2R^2/2},\qquad \langle u\,e^{iuR}\rangle=is^2R\,e^{-s^2R^2/2}.$$
Every oscillating term thus acquires the factor $e^{-s^2R^2/2}$. The same holds for the axes, whose terms are $(a/\pi)\,2\sin(kR)/R$ with $R=2|j|a$. What is left is the average of $\bar N$. Since $\langle(k+u)^3\rangle=k^3+3ks^2$,
$$N_s(k)=\bar N(k)+\frac{Vks^2}{\pi^2}+\text{(terms with the factor } e^{-2s^2d^2}\text{ or a smaller one)},$$
apart from the negligible weight of the Gaussian at negative wavenumber. The second term is a bias of the averaging. It has the same power of $k$ as the edge term and must be subtracted before the edge term can be read off.

Without averaging, the winding pair $j=\pm(1,0,0)$ alone adds $-2Vk\cos(kR)/(\pi^2R^2)$ to $N$ at leading order in $kR$, with $R=2a$. This amplitude also grows like $k$. A larger $k$ therefore does not lift the edge term out of the fluctuations at a single point.

### Numbers for one box

Let $a,b,c=20,25,30\ \mu$m, so $V=15000\ \mu\mathrm m^3$, $S=3700\ \mu\mathrm m^2$ and $\Sigma=75\ \mu$m. At $k=2$ rad/µm the bulk term is $15000\cdot8/(3\pi^2)=4052.85$ and the edge term is $-75\cdot2/(2\pi)=-23.87$. With the constant, $\bar N=4029.47$. The area terms are $\pm850\cdot4/(8\pi)=\pm135.28$, so each is more than five times the edge term that survives.

Listing the modes gives $N=4029$ at this $k$. So close an agreement is accidental. On a fine uniform grid from $k=1$ to 3 rad/µm, $N-\bar N$ has a root-mean-square value of 7.9 and a mean smaller than 0.01 in magnitude (a value that depends on the window: moving one end by 0.05 rad/µm gives means of about 0.06 in magnitude). Its extremes on the grid are $-33.9$ and $30.1$; between grid points the staircase goes slightly further.

A Gaussian average with $s=0.15$ rad/µm gives $N_s=4097.87$, which lies above even the bulk term. The bias is $15000\cdot2\cdot0.0225/\pi^2=68.39$, and subtracting it gives 4029.47, the smooth count. Here $2s^2d^2=18$, so the oscillating terms are strongly suppressed.

### Where the smooth count fails

For a flat box with $c\ll a,b$ and $k<\pi/c$, no mode has $n\ge1$. The modes are then the positive pairs $(l,m)$, whose number is to leading order a quarter of the disc area $\pi k^2$ times the density $ab/\pi^2$, that is $abk^2/(4\pi)$. An area law has returned. There is no contradiction: suppressing the windings across the gap, which have $R=2c$ and carry the factor $e^{-2s^2c^2}$, needs $s$ well above $1/(2c)$, and such a width is not small compared with $k<\pi/c$. The smooth count has a small relative error when $k$ is well above $\pi$ divided by the shortest side. Even then, in a very flat box the fluctuations of the sharp count can exceed the edge term, which shows only after averaging.

## Second half: thermal energy and real walls

### What is carried over

The box has sides $a,b,c$, volume $V$, wall area $S$ and $\Sigma=a+b+c$; $d$ is its shortest side. Its modes have wavenumbers $k_i$, and their smooth count is
$$\bar N(k)=\frac{Vk^3}{3\pi^2}-\frac{\Sigma k}{2\pi}+\frac12 .$$
The sharp count obeys $N=\tfrac14Z_3-\tfrac14(Z_a+Z_b+Z_c)+\tfrac12$. Here $Z_3$ counts the points $\mathbf q=\pi(l/a,m/b,n/c)$ of the full integer lattice with $|\mathbf q|\le k$, and $Z_a,Z_b,Z_c$ count those on the three axes. In $\hbar c$ the letter $c$ is the speed of light.

The walls are now held at temperature $T$ and the field is in equilibrium with them. With the thermal length $\lambda=\hbar c/(k_BT)$, the energy above the ground state is
$$U=\hbar c\sum_if(k_i),\qquad f(k)=\frac{k}{e^{\lambda k}-1}.$$
This sum is a physical average over modes. It needs no smoothing by hand, and it shows whether the edge term can be felt.

**Theorem 2.** For a box with perfectly conducting walls,
$$U=\frac{\pi^2V(k_BT)^4}{15(\hbar c)^3}-\frac{\pi\Sigma(k_BT)^2}{12\hbar c}+\frac{k_BT}{2}-E_C+W(T),$$
where $E_C$ does not depend on temperature,
$$\frac{E_C}{\hbar c}=-\frac{V}{16\pi^2}\sum_{j\ne0}\frac1{r_j^4}+\frac{\pi}{48}\Big(\frac1a+\frac1b+\frac1c\Big),\qquad \mathbf r_j=(j_1a,j_2b,j_3c),\quad r_j=|\mathbf r_j|,$$
and $W$ vanishes like $e^{-4\pi d/\lambda}$, up to powers of $\lambda$, when $\lambda\ll d$.

The first three terms are what the smooth count gives. No term in $ST^3$ appears, as an area term in the count would have produced.

This part has proved that the smooth mode count of the ideal box has no area term, so that its first correction to the volume term is proportional to the summed edge length. Theorem 2, on the thermal energy, has been stated but remains to be proved and applied to the example box, and the effect of walls that the field can enter is still to be treated.
